# Estimating the polarizability of methane from one excitation energy: a numerical check

```python
"""
Result under test: N electrons with one effective excitation energy D have
    alpha = N e^2 hbar^2 / (m D^2),   alpha_volume = alpha / (4 pi eps0),
which for N = 8 and D = 15 eV is about 3.9 cubic angstroms, the order of
magnitude found for methane.
Symbols: alpha = static polarizability, f = oscillator strength,
e, m = electron charge and mass, D = effective excitation energy.
Model and molecular calculations use Hartree atomic units internally.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from pyscf import gto, scf, mp, ao2mo

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_A = const.physical_constants["Bohr radius"][0] * 1e10
VOLUME_A3 = BOHR_A**3


def polarizability_si(number, energy_ev):
    """Single-energy formula, result in C m^2/V."""
    energy = energy_ev * const.e
    return number * const.e**2 * const.hbar**2 / (const.m_e * energy**2)


def volume_a3(alpha_si):
    return alpha_si / (4 * np.pi * const.epsilon_0) * 1e30


def grid_kinetic(points, step):
    """Kinetic energy matrix in a sinc basis on a uniform grid."""
    index = np.arange(points)
    diff = index[:, None] - index[None, :]
    safe = np.where(diff == 0, 1, diff)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    return np.where(diff == 0, np.pi**2 / 6, sign / safe**2) / step**2


def lowest_energy(matrix):
    return eigh(matrix, eigvals_only=True, subset_by_index=[0, 0])[0]


# --- Estimate in SI units ---
N_VALENCE, D_EV = 8, 15.0
alpha_si = polarizability_si(N_VALENCE, D_EV)
estimate = volume_a3(alpha_si)
assert abs(estimate - 3.9) < 0.05

# --- Independent oscillators: curvature of the energy in a field ---
step = 0.3
x = step * np.arange(-45, 46)
kinetic = grid_kinetic(len(x), step)
oscillator_volumes = {}
for energy_ev in (15.0, 20.0):
    omega = energy_ev / HARTREE_EV
    h_osc = kinetic + np.diag(0.5 * omega**2 * x**2)
    field = 0.01
    e_zero = lowest_energy(h_osc)
    e_plus = lowest_energy(h_osc + field * np.diag(x))
    e_minus = lowest_energy(h_osc - field * np.diag(x))
    curvature = -(e_plus + e_minus - 2 * e_zero) / field**2
    numeric = N_VALENCE * curvature * VOLUME_A3
    formula = volume_a3(polarizability_si(N_VALENCE, energy_ev))
    assert abs(numeric / formula - 1) < 1e-5
    oscillator_volumes[energy_ev] = numeric

# --- Two interacting electrons in an anharmonic well ---
step = 0.35
x = step * np.arange(-17, 18)
n = len(x)
one = np.eye(n)
kinetic = grid_kinetic(n, step)
x1, x2 = np.repeat(x, n), np.tile(x, n)
well = 0.5 * (x1**2 + x2**2) + 0.05 * (x1**4 + x2**4)
repulsion = 1 / np.sqrt((x1 - x2)**2 + 1)
h_pair = np.kron(kinetic, one) + np.kron(one, kinetic)
h_pair += np.diag(well + repulsion)
levels, states = eigh(h_pair)
position = x1 + x2
moments = states.T @ (position * states[:, 0])
gaps = levels[1:] - levels[0]
strengths = 2 * gaps * moments[1:]**2
model_sum = strengths.sum()
model_alpha_states = np.sum(strengths / gaps**2)
field = 0.01
e_plus = lowest_energy(h_pair + field * np.diag(position))
e_minus = lowest_energy(h_pair - field * np.diag(position))
model_alpha_field = -(e_plus + e_minus - 2 * levels[0]) / field**2
assert abs(model_sum - 2) < 1e-4
# the finite field leaves an error of second order in the field
assert abs(model_alpha_states / model_alpha_field - 1) < 1e-3

# --- Methane: Hartree-Fock and MP2 in a finite field ---
BOND_A = 1.09
corners = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
atoms = [["C", (0.0, 0.0, 0.0)]]
atoms += [["H", tuple(BOND_A / np.sqrt(3) * c)] for c in corners]
mol = gto.M(atom=atoms, basis="aug-cc-pvdz", unit="Angstrom", verbose=0)
z_ao = mol.intor("int1e_r")[2]
h_core = scf.hf.get_hcore(mol)


def methane_in_field(strength):
    mf = scf.RHF(mol)
    mf.get_hcore = lambda *args: h_core + strength * z_ao
    mf.conv_tol = 1e-12
    mf.kernel()
    assert mf.converged
    dipole = -np.einsum("ij,ji->", mf.make_rdm1(), z_ao)
    correlation = mp.MP2(mf).kernel()[0]
    return mf, dipole, mf.e_tot + correlation


FIELD = 0.003
mf0, dipole0, mp2_zero = methane_in_field(0.0)
_, dipole_plus, mp2_plus = methane_in_field(FIELD)
_, dipole_minus, mp2_minus = methane_in_field(-FIELD)
hf_alpha = (dipole_plus - dipole_minus) / (2 * FIELD)
mp2_alpha = -(mp2_plus + mp2_minus - 2 * mp2_zero) / FIELD**2

# --- Methane: complete time-dependent Hartree-Fock spectrum ---


def spectrum(first_occupied):
    """Excitation energies and z oscillator strengths (singlets)."""
    n_occ = mol.nelectron // 2
    occ = mf0.mo_coeff[:, first_occupied:n_occ]
    vir = mf0.mo_coeff[:, n_occ:]
    no, nv = occ.shape[1], vir.shape[1]
    ovov = ao2mo.general(mol, (occ, vir, occ, vir), compact=False)
    ovov = ovov.reshape(no, nv, no, nv)
    oovv = ao2mo.general(mol, (occ, occ, vir, vir), compact=False)
    oovv = oovv.reshape(no, no, nv, nv)
    size = no * nv
    direct = ovov.reshape(size, size)
    exchange_a = oovv.transpose(0, 2, 1, 3).reshape(size, size)
    exchange_b = ovov.transpose(0, 3, 2, 1).reshape(size, size)
    e_occ = mf0.mo_energy[first_occupied:n_occ]
    orbital_gaps = mf0.mo_energy[n_occ:][None, :] - e_occ[:, None]
    diagonal = np.diag(orbital_gaps.ravel())
    a_plus_b = diagonal + 4 * direct - exchange_a - exchange_b
    a_minus_b = diagonal - exchange_a + exchange_b
    values, vectors = eigh(a_minus_b)
    assert values[0] > 0
    root = (vectors * np.sqrt(values)) @ vectors.T
    squares, modes = eigh(root @ a_plus_b @ root)
    assert squares[0] > 0
    z_ov = (occ.T @ z_ao @ vir).ravel()
    return np.sqrt(squares), 4 * (z_ov @ root @ modes)**2


w_all, f_all = spectrum(0)
w_val, f_val = spectrum(1)
alpha_all = np.sum(f_all / w_all**2)
alpha_val = np.sum(f_val / w_val**2)
valence_sum = f_val.sum()
share_above = f_val[w_val * HARTREE_EV > D_EV].sum() / valence_sum
first_allowed = w_val[f_val > 1e-3].min() * HARTREE_EV
homo_removal = -mf0.mo_energy[mol.nelectron // 2 - 1] * HARTREE_EV
effective_hf = np.sqrt(N_VALENCE / hf_alpha) * HARTREE_EV
effective_mp2 = np.sqrt(N_VALENCE / mp2_alpha) * HARTREE_EV
hf_volume, mp2_volume = hf_alpha * VOLUME_A3, mp2_alpha * VOLUME_A3

assert abs(dipole0) < 1e-5
# the finite field leaves an error of second order in the field
assert abs(alpha_all / hf_alpha - 1) < 1e-3
assert abs(alpha_val / alpha_all - 1) < 0.01
# finite basis and Pauli transfer of strength both shift this sum
assert abs(valence_sum / N_VALENCE - 1) < 0.15
assert abs(homo_removal - D_EV) < 1.0
assert share_above > 0.5
assert effective_hf > D_EV and effective_mp2 > D_EV
assert 1 < estimate / hf_volume < 2
assert 1 < estimate / mp2_volume < 2

print("ESTIMATE")
print(f"valence electrons: {N_VALENCE}")
print(f"effective excitation energy: {D_EV:.1f} eV")
print(f"same energy: {D_EV * const.e:.4e} J")
print(f"angular frequency: {D_EV * const.e / const.hbar:.4e} rad/s")
print(f"elementary charge: {const.e:.4e} C")
print(f"electron mass: {const.m_e:.4e} kg")
print(f"reduced Planck constant: {const.hbar:.4e} J s")
print(f"vacuum permittivity: {const.epsilon_0:.4e} F/m")
print(f"polarizability: {alpha_si:.4e} C m^2/V")
print(f"polarizability volume: {estimate * 1e-30:.4e} m^3")
print(f"polarizability volume: {estimate:.3f} A^3")
print(f"volume per electron: {estimate / N_VALENCE:.3f} A^3")
for trial in (14.0, 16.0):
    trial_volume = volume_a3(polarizability_si(N_VALENCE, trial))
    print(f"volume if energy is {trial:.0f} eV: {trial_volume:.3f} A^3")
print("OSCILLATORS IN A FIELD, BY DIAGONALIZATION")
for energy_ev, value in oscillator_volumes.items():
    print(f"eight oscillators, {energy_ev:.0f} eV: {value:.3f} A^3")
print("TWO INTERACTING ELECTRONS IN A WELL (atomic units)")
print(f"sum of oscillator strengths: {model_sum:.6f}")
print(f"polarizability, sum over states: {model_alpha_states:.5f}")
print(f"polarizability, energy in field: {model_alpha_field:.5f}")
print("METHANE, aug-cc-pVDZ")
print(f"C-H distance: {BOND_A:.2f} A")
print(f"applied field: {FIELD:.3f} atomic units")
print(f"HF volume, finite field: {hf_volume:.4f} A^3")
print(f"HF volume, full spectrum: {alpha_all * VOLUME_A3:.4f} A^3")
print(f"HF volume, no core excitations: {alpha_val * VOLUME_A3:.4f} A^3")
print(f"MP2 volume, finite field: {mp2_volume:.3f} A^3")
print(f"estimate / HF volume: {estimate / hf_volume:.2f}")
print(f"estimate / MP2 volume: {estimate / mp2_volume:.2f}")
print(f"valence oscillator strength in basis: {valence_sum:.2f}")
print(f"share of it above 15 eV: {100 * share_above:.0f} percent")
print(f"lowest allowed excitation: {first_allowed:.2f} eV")
print(f"highest occupied orbital, removal: {homo_removal:.2f} eV")
print(f"effective energy from HF, N = 8: {effective_hf:.2f} eV")
print(f"effective energy from MP2, N = 8: {effective_mp2:.2f} eV")
print("success")
```

Output:

```
ESTIMATE
valence electrons: 8
effective excitation energy: 15.0 eV
same energy: 2.4033e-18 J
angular frequency: 2.2789e+16 rad/s
elementary charge: 1.6022e-19 C
electron mass: 9.1094e-31 kg
reduced Planck constant: 1.0546e-34 J s
vacuum permittivity: 8.8542e-12 F/m
polarizability: 4.3408e-40 C m^2/V
polarizability volume: 3.9013e-30 m^3
polarizability volume: 3.901 A^3
volume per electron: 0.488 A^3
volume if energy is 14 eV: 4.479 A^3
volume if energy is 16 eV: 3.429 A^3
OSCILLATORS IN A FIELD, BY DIAGONALIZATION
eight oscillators, 15 eV: 3.901 A^3
eight oscillators, 20 eV: 2.194 A^3
TWO INTERACTING ELECTRONS IN A WELL (atomic units)
sum of oscillator strengths: 2.000000
polarizability, sum over states: 1.55900
polarizability, energy in field: 1.55900
METHANE, aug-cc-pVDZ
C-H distance: 1.09 A
applied field: 0.003 atomic units
HF volume, finite field: 2.3741 A^3
HF volume, full spectrum: 2.3738 A^3
HF volume, no core excitations: 2.3732 A^3
MP2 volume, finite field: 2.451 A^3
estimate / HF volume: 1.64
estimate / MP2 volume: 1.59
valence oscillator strength in basis: 7.94
share of it above 15 eV: 82 percent
lowest allowed excitation: 11.02 eV
highest occupied orbital, removal: 14.79 eV
effective energy from HF, N = 8: 19.23 eV
effective energy from MP2, N = 8: 18.93 eV
success
```
